# Landau-Zener Tunnelling Through a Weak Zone-Boundary Gap

An electron of mass $m$ moves along $x$ in the weak periodic potential
$$U(x)=2V\cos Gx,\qquad G=\frac{2\pi}{a},\qquad V>0,$$
and feels a constant force $eF>0$ along $+x$. (Its charge is $-e$, so the field vector points along $-x$; $F$ denotes its magnitude.) The electron starts in the lowest band near crystal wavenumber $k=0$. The force drives it to the zone boundary $k=G/2$, where it either stays in the lowest band or crosses to the next one. The problem is to find the probability $P$ of crossing in a single passage. Scattering is left out until part (g). Formulas keep $\hbar$, $m$ and $e$; the numerical example uses eV, nm, fs and MV/cm.

## (a) Turning the force into a moving wavenumber

**Question.** The potential energy $-eFx$ destroys the periodicity of the Hamiltonian. Restore it, and write the Schrödinger equation as equations for plane-wave amplitudes.

**Solution.** The equation to be solved is
$$i\hbar\,\partial_t\psi=\left[\frac{p^2}{2m}+U(x)-eFx\right]\psi .$$
Put $\psi=e^{ieFtx/\hbar}\,\phi$. The time derivative acts on the phase and on $\phi$:
$$i\hbar\,\partial_t\psi=e^{ieFtx/\hbar}\left(-eFx\,\phi+i\hbar\,\partial_t\phi\right).$$
The first term cancels the potential energy of the force on the right-hand side. The momentum operator also acts on the phase, so $p\,\psi=e^{ieFtx/\hbar}(p+eFt)\phi$. What remains is
$$i\hbar\,\partial_t\phi=\left[\frac{(p+eFt)^2}{2m}+U(x)\right]\phi .$$
This Hamiltonian depends on time but has the period $a$, so it couples only wavenumbers that differ by multiples of $G$. Write $\phi=\sum_n c_n(t)\,e^{i(k_0-nG)x}$ and define
$$k(t)=k_0+\frac{eFt}{\hbar}.$$
Since $U=V(e^{iGx}+e^{-iGx})$ shifts $n$ by one in either direction,
$$i\hbar\,\dot c_n=\varepsilon_n c_n+V(c_{n-1}+c_{n+1}),\qquad \varepsilon_n=\frac{\hbar^2(k(t)-nG)^2}{2m}.$$
No approximation has been made. The physical wavenumber of component $n$ is $k(t)-nG$, because $\psi$ carries the extra phase. All components gain momentum at the rate $eF$, while the lattice exchanges momentum with the electron in units of $\hbar G$.

## (b) Reduction to two waves

**Question.** Which amplitudes matter near $k=G/2$? Find the gap and the rate at which the two relevant energies are swept past each other.

**Solution.** At $k=G/2$ the waves $n=0$ and $n=1$ have wavenumbers $+G/2$ and $-G/2$, and the same energy
$$E_B=\frac{\hbar^2(G/2)^2}{2m}.$$
The nearest other waves, $n=-1$ and $n=2$, have wavenumbers $\pm3G/2$ and energy $9E_B$, which is higher by $8E_B$. If $V\ll 8E_B$ they are only weakly admixed. To second order they lower both retained waves by the same amount, $V^2/(8E_B)$, which leaves the gap unchanged. We therefore keep $n=0,1$.

Count time from the moment when $k=G/2$, so that $k-G/2=eFt/\hbar$. Then
$$\varepsilon_0-\varepsilon_1=\frac{\hbar^2}{2m}\left[k^2-(k-G)^2\right]=\frac{\hbar^2G}{m}\left(k-\frac G2\right)=\alpha t,\qquad \alpha=\frac{\hbar G\,eF}{m}.$$
The quadratic terms cancel, so the difference is linear in time across the whole zone. With the free velocity at the boundary,
$$v=\frac{\hbar G}{2m},\qquad \alpha=2v\,eF .$$
The two waves move with velocities $+v$ and $-v$, and the force does work on them at the rates $+veF$ and $-veF$. Their difference is $\alpha$.

The mean energy $(\varepsilon_0+\varepsilon_1)/2$ multiplies both amplitudes by a common phase. Removing it, and calling the new amplitudes $a_0,a_1$, we obtain the Landau-Zener problem
$$i\hbar\frac{d}{dt}\begin{pmatrix}a_0\\a_1\end{pmatrix}=\begin{pmatrix}\alpha t/2&V\\V&-\alpha t/2\end{pmatrix}\begin{pmatrix}a_0\\a_1\end{pmatrix}.$$
The instantaneous levels are $\pm\sqrt{(\alpha t/2)^2+V^2}$. Their smallest separation, at $t=0$, is the gap $E_g=2V$.

Long before the crossing $\alpha t/2$ is negative, and the lower level is wave 0. Long after it, wave 0 is the upper level. An electron that stays in the same plane wave has therefore changed band. One that goes over to wave 1 has stayed in the lowest band and has reversed its velocity, which is Bragg reflection. Hence
$$P=\frac{|a_0(+\infty)|^2}{|a_0(-\infty)|^2}\quad\text{with}\quad a_1(-\infty)=0 .$$

## (c) Solving the crossing

**Question.** Find this ratio for any strength of the coupling.

**Solution.** First remove one diagonal element with a further common phase, $a_j=e^{i\alpha t^2/4\hbar}\,b_j$. This gives $i\hbar\dot a_j=e^{i\alpha t^2/4\hbar}(i\hbar\dot b_j-\tfrac12\alpha t\,b_j)$. Moving the last term to the right-hand side adds $\alpha t/2$ to each diagonal element. In the variables
$$\tau=t\sqrt{\alpha/\hbar},\qquad g^2=\frac{V^2}{\hbar\alpha},$$
and with primes for $d/d\tau$, the equations are
$$ib_0'=\tau b_0+g\,b_1,\qquad ib_1'=g\,b_0 .$$
The second gives $b_0=ib_1'/g$. Insert this in the first and multiply by $g$: $-b_1''=i\tau b_1'+g^2b_1$, or
$$b_1''+i\tau b_1'+g^2b_1=0 .$$

The coefficient is linear in $\tau$, so a Fourier-type integral lowers the order. Try
$$b_1=\int_C B(\omega)e^{-i\omega\tau}d\omega .$$
Each derivative brings a factor $-i\omega$, so $i\tau b_1'=\int_C\omega B\,\tau e^{-i\omega\tau}d\omega$. Because $\tau e^{-i\omega\tau}=i\,d(e^{-i\omega\tau})/d\omega$, integration by parts turns this into $-i\int_C(\omega B)'e^{-i\omega\tau}d\omega$, provided the integrand vanishes at the ends of $C$. The equation then holds if
$$-\omega^2B-i(\omega B)'+g^2B=0 .$$
Let $D=\omega B$. Multiplying $-iD'=\omega D-g^2D/\omega$ by $i$ gives $D'=i(\omega-g^2/\omega)D$, so $D=\omega^{-ig^2}e^{i\omega^2/2}$. Therefore
$$b_1=\int_C\omega^{-1-ig^2}e^{i\omega^2/2-i\omega\tau}d\omega,\qquad b_0=\frac1g\int_C\omega^{-ig^2}e^{i\omega^2/2-i\omega\tau}d\omega,$$
where the second follows from $b_0=ib_1'/g$.

The contour $C$ must end where $e^{i\omega^2/2}$ decays. For $\omega=re^{i\theta}$ its modulus is $e^{-(r^2/2)\sin2\theta}$, so $C$ may come from infinity in the third quadrant and leave to infinity in the first. We let it pass above $\omega=0$ and place the branch cut along the negative imaginary axis. The argument of $\omega$ is then $0$ on the positive real axis and $\pi$ on the negative one.

For large $|\tau|$ the exponent is stationary where $\omega-\tau=0$. On the line $\omega=\tau+re^{i\pi/4}$ it equals $-i\tau^2/2-r^2/2$, and the Gaussian integral over $r$ has modulus $\sqrt{2\pi}$. The power of $\omega$ varies slowly over the width of the Gaussian and may be taken at $\omega=\tau$.

*Far past, $\tau\to-\infty$.* The line through the saddle crosses the imaginary axis at $+i|\tau|$, above the origin, so $C$ can be moved onto it freely. At the saddle $\omega=|\tau|e^{i\pi}$, and
$$|\omega^{-ig^2}|=|e^{-ig^2(i\pi)}|=e^{\pi g^2},\qquad |b_0|^2\to\frac{2\pi}{g^2}e^{2\pi g^2}.$$
The integral for $b_1$ has an extra factor $1/\omega$ and vanishes as $1/|\tau|$. The chosen contour thus supplies the required initial condition.

*Far future, $\tau\to+\infty$.* The saddle lies on the positive axis, where $|\omega^{-ig^2}|=1$. The line through it now crosses the imaginary axis below the origin, so the contour must also run up one side of the cut and down the other. There $\omega=-iy$ and $|e^{-i\omega\tau}|=e^{-y\tau}$, while the other factors of $b_0$ stay bounded. This piece of $b_0$ is of order $\int_0^\infty e^{-y\tau}dy=1/\tau$ and vanishes. Hence $|b_0|^2\to2\pi/g^2$.

The phases removed earlier do not affect moduli, so
$$P=e^{-2\pi g^2}=\exp\left(-\frac{2\pi V^2}{\hbar\alpha}\right).$$
Direct integration of the two equations at $g=0.35$ gives 0.46315, against 0.46316 from the formula.

## (d) The law for the Bloch electron, and its limits

**Question.** Express $P$ through the gap and the field. Examine strong and weak fields, and state when the two-wave, infinite-time result applies.

**Solution.** Insert $V=E_g/2$ and $\alpha=2veF$:
$$\frac{2\pi V^2}{\hbar\alpha}=\frac{2\pi E_g^2/4}{2\hbar v\,eF}=\frac{\pi E_g^2}{4\hbar v\,eF}.$$
Since $G/2=\pi/a$, the velocity is $v=\pi\hbar/(ma)$, and
$$P=\exp\left(-\frac{\pi E_g^2}{4\hbar v\,eF}\right)=\exp\left(-\frac{m\,a\,E_g^2}{4\hbar^2eF}\right)=e^{-F_0/F},\qquad F_0=\frac{maE_g^2}{4\hbar^2e}.$$
In atomic units the exponent is $\pi E_g^2/(4vF)$. At fixed mass and period it scales as gap squared divided by field.

For $F\gg F_0$ the electron hardly notices the gap, and $1-P\approx F_0/F$. First-order perturbation theory confirms this. The amplitude transferred to wave 1 has modulus
$$\frac V\hbar\left|\int_{-\infty}^{\infty}e^{-i\alpha t^2/2\hbar}dt\right|=\frac V\hbar\sqrt{\frac{2\pi\hbar}{\alpha}},$$
whose square is $2\pi V^2/(\hbar\alpha)=F_0/F$. For $F\ll F_0$ the crossing is exponentially rare, and the electron follows the lowest band through Bragg reflection.

The infinite time limits require the crossing to be finished well inside the zone. Between $k=G/2$ and $k=G$ the energy difference grows to $\hbar^2G^2/(2m)=4E_B$. This must be large compared with both $E_g$ and $\sqrt{\hbar\alpha}$, the energy swept in one unit of $\tau$. The first condition limits the gap and the second limits the field, so the strong-field limit above holds only while $\sqrt{\hbar\alpha}\ll4E_B$.

## (e) A view from under the gap, and what must be held fixed

**Question.** Recover the exponent from the decay of the wave inside the gap. What changes if the unperturbed band is not parabolic, and why can an interband exponent also scale as $E_g^{3/2}/F$?

**Solution.** Let $q=k-G/2$. Apart from the mean energy, the two bands near the boundary are $\pm\sqrt{(E_g/2)^2+(\hbar vq)^2}$. In a static picture an electron of fixed total energy has local band energy $eFx$, with $x$ measured from the middle of the forbidden region. Where $|eFx|<E_g/2$, $q$ is imaginary, $q=i\kappa$, with
$$\hbar v\kappa=\sqrt{(E_g/2)^2-(eFx)^2}.$$
The probability decays as $\exp(-2\int\kappa\,dx)$. With $eFx=(E_g/2)\sin s$,
$$2\int\kappa\,dx=\frac{2}{\hbar v}\,\frac{(E_g/2)^2}{eF}\int_{-\pi/2}^{\pi/2}\cos^2s\,ds=\frac{\pi E_g^2}{4\hbar v\,eF}.$$
One factor of $E_g$ comes from the length of the forbidden region, $E_g/(eF)$, and the other from the decay rate inside it.

For a general even dispersion $\varepsilon(k)$ the difference is $\varepsilon(k)-\varepsilon(k-G)$. At $k=G/2$ its slope is $2\varepsilon'(G/2)$, and the terms of second order in $q$ cancel. To leading order the law keeps its form with $v=\varepsilon'(G/2)/\hbar$. As a test, take
$$\varepsilon(1+\varepsilon/\varepsilon_h)=\frac{\hbar^2k^2}{2m},\qquad v=\frac{\hbar G/(2m)}{\sqrt{1+4E_B/\varepsilon_h}},$$
where $v$ follows by differentiating the first relation and using $1+2\varepsilon/\varepsilon_h=\sqrt{1+4E_B/\varepsilon_h}$ at the boundary. For the lattice of part (f), but with a 20 meV gap, a field of 0.02 MV/cm and a strong curvature, $\varepsilon_h=0.3$ eV, the formula gives the exponent 1.026. Evolution with many plane waves gives 1.013, about 1% lower.

The power of the gap depends on what is held fixed. Expanding the upper band for small $q$ gives $E_g/2+\hbar^2v^2q^2/E_g$, so the band-edge mass is $m^*=E_g/(2v^2)$. In a weak lattice $v$ is set by the period and $m^*$ shrinks with the gap. If instead $m^*$ is held fixed, then $v=\sqrt{E_g/(2m^*)}$ and the exponent becomes
$$\frac{\pi\sqrt{m^*}\,E_g^{3/2}}{2\sqrt2\,\hbar eF}.$$
This is the same crossing formula, for two symmetric bands, under a different comparison.

## (f) A weak superlattice in a wide-gap semiconductor

**Question.** Take $m=0.20\,m_e$, $a=6.0$ nm, $E_g=30$ meV and $F=0.05$ MV/cm. These are rough values for conduction electrons in a weakly modulated superlattice with a wide-gap host. Find $P$ and compare it with evolution beyond the two-wave model.

**Solution.** Such a minigap needs only a low barrier. For square barriers of height $U_0$ and width $a/2$, the Fourier component is
$$V=\frac1a\int_{-a/4}^{a/4}U_0\cos Gx\,dx=\frac{2U_0}{aG}=\frac{U_0}{\pi},$$
so $V=15$ meV requires $U_0=47$ meV. The calculations below use the pure cosine. They leave out built-in polarization fields, which in polar hosts such as the nitrides can alter $V$ for a given barrier.

The boundary energy is $E_B=52.2$ meV, hence $V/(8E_B)=0.036$ and the two-wave reduction is reasonable. The velocity is $v=0.303$ nm/fs. With $eF=5$ meV/nm, the sweep rate is
$$\alpha=2(0.303)(5)=3.03\ \text{meV/fs},$$
which gives $g^2=V^2/(\hbar\alpha)=0.1128$. Then
$$\frac{F_0}{F}=2\pi(0.1128)=0.709,\qquad P=e^{-0.709}=0.49 .$$
The characteristic field is $F_0=0.0354$ MV/cm, or $6.89\times10^{-6}$ atomic units. Also $\sqrt{\hbar\alpha}=V/g=45$ meV, to be compared with $4E_B=209$ meV: the crossing is contained in the zone, though not by a very large factor.

The equations of part (a), solved with many waves from $k=0$ to $k=G$, give the population outside the lowest band:

| $F$ (MV/cm) | formula | many waves |
|---|---|---|
| 0.025 | 0.242 | 0.241 |
| 0.050 | 0.492 | 0.491 |
| 0.100 | 0.702 | 0.702 |

A wave packet evolved in real space, with the potential $-eFx$ left untransformed, gives 0.491 at 0.05 MV/cm. This tests the change of picture in part (a) as well as the final law.

The scaling can be read from the evolution alone. Doubling the field from 0.02 to 0.04 MV/cm at a 20 meV gap gives the exponent a field power of $-1.018$. Doubling the gap from 10 to 20 meV at 0.02 MV/cm gives a gap power of 2.001. The 2% departure in the field power comes from the finite sweep: the two-wave equations alone also give $-1.018$ between $k=0$ and $k=G$, but $-1.000$ when the sweep is extended to run from $k=-3G$ to $k=4G$.

## (g) What the number means in a device

**Question.** Estimate the effects left out. For which electrons, and in which fields, is $P\approx0.49$ meaningful?

**Solution.** Scattering is the largest omission. The electron needs 69 fs to travel from $k=0$ to the boundary. With a rough scattering time of 100 fs, a fraction $e^{-0.69}=0.50$ arrives unscattered. The difference between the two plane-wave energies lies between $-E_g$ and $+E_g$ for a time $E_g/(veF)=20$ fs, during which 18% of the electrons that enter this interval scatter. Counting from $k=0$ to the end of this interval, 10 fs past the boundary, about $e^{-0.79}=0.45$ remain coherent. The share that both stays coherent to this point and crosses is about $0.45\times0.49=0.22$. This figure depends on where the count stops, because the crossing has no sharp end. The population outside the lowest band overshoots to 0.55 about 17 fs past the boundary and settles to within 0.01 of its final value only about 40 fs past it. Counting to that time lowers the share to about 0.17. Using the instantaneous population instead of the final one, the share peaks at 0.24 about 14 fs past the boundary. So $P$ is a conditional probability and cannot be used directly as a current ratio.

Optical-phonon emission, with a rough threshold of 90 meV, becomes possible for the crossing electron about 22 fs after the boundary if its energy is taken as free, and about 19 fs after it with the actual band energies, provided it has no transverse energy. Most of the change in the band populations has then taken place, but they are still settling. Transverse thermal energy brings the threshold forward. At 300 K about a quarter of the electrons already have enough total energy at the boundary, if their energy along $x$ is taken at mid-gap; for them emission can interrupt the crossing itself.

Electrons that cross soon meet a second minigap at $k=G$. There the waves of wavenumber $\pm G$ are coupled through the zero-wavenumber wave, $4E_B$ below, with strength $V^2/(4E_B)$. The gap is about $V^2/(2E_B)$; the many-wave value is 2.1 meV. With velocity $2v$ the crossing probability is 0.998, so in the pure cosine these electrons continue almost freely. This relies on the potential having no Fourier component at $2G$, which also holds for equal wells and barriers. For square barriers of width $a/3$ with the same $V$, that component is $V/2$, the second gap is about 17 meV, and the crossing probability falls to about 0.89. Reflected electrons return to the first gap after $2\times69=138$ fs. There they meet the few electrons that were reflected at the second minigap. If both are still coherent, their amplitudes add. The second contribution to the crossing amplitude is smaller than the first by the factor $\sqrt{0.0018}=0.04$, so interference changes the crossing probability at this passage by up to roughly 10% of its value for the cosine. For barriers of width $a/3$ the change can exceed one half.

Thermal motion along $x$ already places 3% of the electrons above the minigap at 300 K and 8% at 450 K, for a Boltzmann distribution at the lattice temperature. At a density of $10^{17}$ cm$^{-3}$ the ratio to the band density of states is 0.04 at 300 K, so Pauli blocking is weak. Transverse motion separates from motion along $x$ in this model, so the transverse mass does not enter $P$. The axial mass does: in the formula, a 10% increase at fixed period, gap and field lowers $P$ to 0.46. Nonparabolicity set by a 3.4 eV host gap lowers it to 0.48.

The same density, with relative permittivity 9, has a plasma period of 473 fs. The approach to the boundary takes 0.15 of a period, and the 20 fs interval around the boundary takes 0.04. In a plasma oscillation the field can therefore change noticeably during the approach but little during the passage. The formula may then be used with the field at the moment of crossing, provided the crossing falls near the peak of the oscillation. With 0.05 MV/cm at the crossing, $P$ stays within 1% of the formula when this is at least about 0.7 of the peak field, but is 0.52 at half the peak and 0.54 at a third.

Real wide-gap power devices are designed for peak fields of the order of MV/cm, far above the example. Taking 3 MV/cm as a rough breakdown field, the example lies at 1/60 of it, and the two-band formula of part (e) gives an exponent of about 2300 for tunnelling across the host gap, which is negligible here. The minigap law itself cannot be carried up to breakdown. At 60 times the field, $\sqrt{\hbar\alpha}$ grows by $\sqrt{60}$ to about 350 meV and exceeds $4E_B=209$ meV, so the crossing no longer fits inside the zone. $P$ is still close to 1 (0.979 from evolution between $k=0$ and $k=G$, 0.988 from the formula), but the reflected share is 0.021 instead of 0.012. The example describes a moderate-field region of a superlattice device. There full coherence is a poor assumption: of the electrons starting at $k=0$, only about 0.17 to 0.24 cross without having scattered, depending on when the crossing is counted as finished, against 0.49 if there were no scattering. Scattered electrons may still cross later, but their share is not given by this estimate. The remaining values are collected in the numerical output.

## Numbers as computed

```
INPUTS (rough typical values)
mass = 0.20 m_e; period = 6.0 nm
minigap = 30.0 meV; field = 0.050 MV/cm
host gap = 3.4 eV; phonon = 90 meV
scattering time = 100 fs
density = 1.0e+17 cm^-3; permittivity = 9
host breakdown field = 3.0 MV/cm
BANDS AND CROSSING
G = 1.0472 nm^-1; V = 15.0 meV
square barrier height for this gap = 47.1 meV
boundary energy E_B = 52.23 meV
weakness V/(8 E_B) = 0.0359
minigap from many waves = 29.961 meV
boundary velocity v = 0.3031 nm/fs
sweep rate alpha = 3.031 meV/fs
g^2 = 0.1128
characteristic field F0 = 0.03543 MV/cm = 6.891e-06 a.u.
exponent F0/F = 0.7087
PROBABILITY P: field (MV/cm), formula, many-wave evolution
  0.025   0.2424   0.2413
  0.050   0.4923   0.4908
  0.100   0.7016   0.7019
wave packet at 0.050 MV/cm: P = 0.4913
Bragg-reflected share 1-P (formula) = 0.5077
TESTS OF THE LAW
Landau-Zener g=0.35: direct 0.46315, formula 0.46316
power of field = -1.018; power of gap = 2.001
curved band exponent: evolution 1.0130
curved band exponent: formula 1.0255
NEGLECTED EFFECTS
time from k=0 to boundary = 68.9 fs
unscattered on arrival = 0.502
passage time E_g/(v e F) = 19.8 fs
scattered in passage = 0.180
phonon threshold reached 21.6 fs after boundary
thermal share above minigap, 300 K = 0.0314
thermal share above minigap, 450 K = 0.0822
density / band density of states, 300 K = 0.0446
plasma period = 473 fs
P with host nonparabolicity = 0.4819
P with axial mass 10% larger = 0.4586
second minigap = 2.135 meV; crossing P = 0.99821
host-gap tunnelling exponent = 2256
field / breakdown field = 0.0167
```
